# Gauge-invariant kinetic energy density and exchange-hole curvature in current-carrying states, part 1

(Sections cited here and not found follow in the second part.)

## First half: the invariant and the exchange hole

### What goes wrong without the current

Take a single electron in a real orbital $\phi$, with density $n=\phi^2$ and kinetic energy density $\tau=\tfrac12|\nabla\phi|^2$ in Hartree atomic units. Since $\nabla n=2\phi\nabla\phi$,

$$\frac{|\nabla n|^2}{8n}=\frac{4\phi^2|\nabla\phi|^2}{8\phi^2}=\tau .$$

The difference $\tau-|\nabla n|^2/(8n)$ therefore vanishes. A density functional can use this difference as a signal: for real orbitals, a positive value means that more than one orbital of that spin contributes, so that other electrons of the same spin are near. A zero at an isolated point proves less. At the centre of a smooth spherical trap with two occupied $s$ orbitals all gradients vanish, and the difference is zero although both orbitals have density there.

Now put the electron into a $2p$ orbital with magnetic quantum number $m=+1$. Write it as $\phi=Fe^{i\alpha}$, where $F$ is real and independent of the azimuthal angle $\alpha$, and let $\rho$ be the distance from the $z$ axis. The gradient of $\alpha$ is $\hat{\boldsymbol\alpha}/\rho$, so

$$\nabla\phi=e^{i\alpha}\left(\nabla F+\frac{iF}{\rho}\hat{\boldsymbol\alpha}\right),\qquad
\tau=\frac12|\nabla F|^2+\frac{F^2}{2\rho^2}.$$

The cross terms cancel in the squared modulus because one part of the bracket is real and the other imaginary. The density is $n=F^2$, and $|\nabla n|^2/(8n)=\tfrac12|\nabla F|^2$. The signal is now

$$\tau-\frac{|\nabla n|^2}{8n}=\frac{n}{2\rho^2}>0 .$$

The functional concludes that the lone electron has neighbours of its own spin, which is false. The error reaches energies. In the boron example of the second half, two states that should have equal energy are split by 6 to 8 mhartree, depending on the orbitals used, in a model that ignores the current.

There is a second fault. Multiplying all orbitals by a common position-dependent phase, with a matching change of the vector potential, changes nothing observable. It does change $\tau$. A functional that contains $\tau$ with no compensating term thus gives energies that depend on an arbitrary choice. One subtraction, $\tau-j_p^2/(2n)$, cures both faults.

### Setting and statement

Consider a Slater determinant in which each orbital has a definite spin, up or down along one fixed axis. Until both spins are needed, all sums run over the $N$ occupied orbitals $\phi_i(\mathbf r)$ of one spin. They are orthonormal and may be complex. Define

$$n=\sum_i|\phi_i|^2,\qquad
\tau=\frac12\sum_i|\nabla\phi_i|^2,\qquad
\mathbf j_p=\operatorname{Im}\sum_i\phi_i^*\nabla\phi_i .$$

The vector $\mathbf j_p$ is the paramagnetic current density, here a flow of particles and not of charge. It vanishes when all orbitals are real. If $\tau$ is defined without the factor $\tfrac12$, every $\tau$ below must be halved, and the quantity $K$ of (1) becomes $\tfrac12(\tau-j_p^2/n)$.

The central quantity is

$$K=\tau-\frac{j_p^2}{2n},\qquad j_p^2=\mathbf j_p\cdot\mathbf j_p, \tag{1}$$

at points where $n>0$. Two things will be shown. First, $K$ is gauge invariant. Second, once $n$ and its first two derivatives are given, $K$ fixes the curvature of the spherically averaged exchange hole. The density derivatives enter the curvature too, so $K$ does not determine it by itself.

### The gauge transformation

An electron has charge $-1$, so its kinetic energy operator in a vector potential $\mathbf A$ is $\tfrac12(-i\nabla+\mathbf A)^2$. For a real, smooth function $\Lambda(\mathbf r)$ let

$$\phi_i'=e^{i\Lambda}\phi_i,\qquad \mathbf A'=\mathbf A-\nabla\Lambda .$$

The product rule gives

$$\nabla\phi_i'=e^{i\Lambda}\left(\nabla\phi_i+i\phi_i\nabla\Lambda\right), \tag{2}$$

and hence $-i\nabla\phi_i'=e^{i\Lambda}(-i\nabla+\nabla\Lambda)\phi_i$. Adding $\mathbf A'\phi_i'$ cancels the term in $\nabla\Lambda$:

$$(-i\nabla+\mathbf A')\phi_i'=e^{i\Lambda}(-i\nabla+\mathbf A)\phi_i .$$

The kinetic momentum acquires the same phase as the orbital, so its expectation values do not change. This is why the transformation has no physical effect. The same $\Lambda$ must be used for every orbital.

The density is unchanged, $n'=n$. For the current, multiply (2) by $\phi_i'^*=e^{-i\Lambda}\phi_i^*$ and sum:

$$\sum_i\phi_i'^*\nabla\phi_i'=\sum_i\phi_i^*\nabla\phi_i+i\,n\nabla\Lambda .$$

The imaginary part is

$$\mathbf j_p'=\mathbf j_p+n\nabla\Lambda. \tag{3}$$

For $\tau$, take the squared modulus of (2). For one orbital,

$$|\nabla\phi_i+i\phi_i\nabla\Lambda|^2
=|\nabla\phi_i|^2+2\operatorname{Re}\left[(\nabla\phi_i)^*\cdot i\phi_i\nabla\Lambda\right]+|\phi_i|^2|\nabla\Lambda|^2 .$$

Since $\operatorname{Re}(iz)=-\operatorname{Im}z$, the middle term is $-2\operatorname{Im}(\phi_i\nabla\phi_i^*)\cdot\nabla\Lambda$. Complex conjugation reverses the sign of an imaginary part, so this equals $+2\operatorname{Im}(\phi_i^*\nabla\phi_i)\cdot\nabla\Lambda$. Summing over $i$ and halving,

$$\tau'=\tau+\mathbf j_p\cdot\nabla\Lambda+\frac n2|\nabla\Lambda|^2. \tag{4}$$

From (3), on the other hand,

$$\frac{j_p'^2}{2n}=\frac{|\mathbf j_p+n\nabla\Lambda|^2}{2n}
=\frac{j_p^2}{2n}+\mathbf j_p\cdot\nabla\Lambda+\frac n2|\nabla\Lambda|^2 .$$

The last two terms are those of (4). Subtraction gives

$$K'=\tau'-\frac{j_p'^2}{2n}=\tau-\frac{j_p^2}{2n}=K .$$

The coefficient $1/(2n)$ is forced. With a coefficient $c$ in front of $j_p^2$, the linear term cancels for arbitrary $\Lambda$ and non-zero $\mathbf j_p$ if and only if $2cn=1$.

### What the invariant measures

Define the velocity field $\mathbf u=\mathbf j_p/n$ and, for any real vector $\mathbf v$ at the point considered, the kinetic energy density seen by an observer moving with velocity $\mathbf v$:

$$T(\mathbf v)=\frac12\sum_i|(\nabla-i\mathbf v)\phi_i|^2 .$$

This has the form just expanded, with $\nabla\Lambda$ replaced by $-\mathbf v$. Therefore

$$T(\mathbf v)=\tau-\mathbf v\cdot\mathbf j_p+\frac n2v^2
=K+\frac n2|\mathbf v-\mathbf u|^2 . \tag{5}$$

The second form follows by completing the square, because $\tfrac n2|\mathbf v-\mathbf u|^2=\tfrac n2v^2-\mathbf v\cdot\mathbf j_p+j_p^2/(2n)$. The minimum over $\mathbf v$ lies at $\mathbf v=\mathbf u$ and equals $K$. So $K$ is the kinetic energy density that remains in the frame moving with the local flow, and $K\ge0$ because $T$ is a sum of squares.

A moving Fermi sphere shows this plainly. Let plane waves with wave vectors $\mathbf q+\boldsymbol\kappa$ be occupied in a volume $V$, where the vectors $\boldsymbol\kappa$ fill a sphere about the origin and sum to zero. Then $\mathbf j_p=n\mathbf q$ and

$$\tau=\frac1{2V}\sum_{\boldsymbol\kappa}|\mathbf q+\boldsymbol\kappa|^2
=\frac{n}{2}q^2+\frac1{2V}\sum_{\boldsymbol\kappa}\kappa^2 .$$

Subtracting $j_p^2/(2n)=nq^2/2$ leaves the value for the gas at rest.

A magnetic field requires no new formula. Replace $-i\nabla$ by $-i\nabla+\mathbf A$ in both definitions. The kinetic energy density becomes $\tau+\mathbf j_p\cdot\mathbf A+\tfrac n2A^2$ and the current becomes $\mathbf j_p+n\mathbf A$, by the algebra of (3) and (4) with $\mathbf A$ in place of $\nabla\Lambda$. That algebra never used the fact that $\nabla\Lambda$ is a gradient, so $K$ is again the same. What must not be done is to mix the two sets, for example by combining the canonical $\tau$ with the full current $\mathbf j_p+n\mathbf A$.

At a chosen point $\mathbf r_0$ one may take $\Lambda=-\mathbf u(\mathbf r_0)\cdot\mathbf r$. By (3) the current then vanishes at $\mathbf r_0$, and there $\tau'=K$. In general the current cannot be removed throughout a region in this way. That would need $\nabla\Lambda=-\mathbf u$, which is impossible where $\nabla\times\mathbf u\ne0$.

### The exchange hole of a determinant

The pair density $n_2(\mathbf r,\mathbf r')$ is the density of ordered pairs of electrons of the chosen spin, one at $\mathbf r$ and the other at $\mathbf r'$. To find it, square the determinant of the $N$ orbitals, integrate over $N-2$ coordinates and multiply by $N(N-1)$. Orthonormality leaves those products in which the integrated electrons occupy the same orbitals in both factors. The two remaining electrons then share the same two orbitals $i<j$ in both factors, in either order and with the sign of the exchange. For each such pair there are $(N-2)!$ arrangements of the others, and the total prefactor is $N(N-1)(N-2)!/N!=1$. Thus

$$n_2(\mathbf r,\mathbf r')=\frac12\sum_{ij}\left|\phi_i(\mathbf r)\phi_j(\mathbf r')-\phi_j(\mathbf r)\phi_i(\mathbf r')\right|^2. \tag{6}$$

The factor $\tfrac12$ compensates for counting each pair twice; the terms $i=j$ are zero. The orbitals of the other spin form a separate determinant, which integrates to one.

Expand the square. The two direct terms each give $n(\mathbf r)n(\mathbf r')$ and, with the factor $\tfrac12$, add to one such product. The two cross terms are complex conjugates of each other and contain

$$\sum_{ij}\phi_i(\mathbf r)\phi_i^*(\mathbf r')\,\phi_j^*(\mathbf r)\phi_j(\mathbf r')=|\gamma(\mathbf r,\mathbf r')|^2,\qquad
\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i^*(\mathbf r') .$$

Hence $n_2=n(\mathbf r)n(\mathbf r')-|\gamma|^2$. Given one electron at $\mathbf r$, the density of the others of its spin at $\mathbf r'$ is $n_2/n(\mathbf r)=n(\mathbf r')+h(\mathbf r,\mathbf r')$, with the exchange hole

$$h(\mathbf r,\mathbf r')=-\frac{|\gamma(\mathbf r,\mathbf r')|^2}{n(\mathbf r)}. \tag{7}$$

At $\mathbf r'=\mathbf r$ we have $\gamma=n$ and therefore $h=-n$. Integration over $\mathbf r'$ with orthonormal orbitals turns $|\gamma|^2$ into $\sum_i|\phi_i(\mathbf r)|^2=n(\mathbf r)$, so the hole integrates to $-1$.

Under a gauge transformation $\gamma$ acquires the factor $e^{i[\Lambda(\mathbf r)-\Lambda(\mathbf r')]}$, which has modulus one. The hole is gauge invariant, and so must be every coefficient in its expansion.

### Averaging over directions

The exchange energy of this spin is

$$E_x=\frac12\int d^3r\,n(\mathbf r)\int d^3r'\,\frac{h(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|} .$$

Put $\mathbf r'=\mathbf r+\mathbf s$. The Coulomb factor $1/s$ does not depend on the direction of $\mathbf s$, so the energy needs no more than the average $\bar h(\mathbf r,s)$ over directions.

For a smooth function $f$, expand $f(\mathbf r+\mathbf s)$ in powers of $\mathbf s$. Odd powers average to zero, because $\mathbf s$ and $-\mathbf s$ contribute with opposite signs. In second order, isotropy gives $\overline{s_as_b}=\delta_{ab}s^2/3$; the trace of both sides is $s^2$. Therefore

$$\bar f(s)=f(\mathbf r)+\frac12\sum_{ab}\frac{s^2\delta_{ab}}{3}\,\partial_a\partial_bf+O(s^4)
=f(\mathbf r)+\frac{s^2}{6}\nabla^2f+O(s^4). \tag{8}$$

This requires smooth orbitals around $\mathbf r$. At a point nucleus an orbital generally has a cusp, and the expansion cannot be used with $\mathbf r$ on the nucleus.

### The curvature

Hold $\mathbf r$ fixed and let $\nabla'$ act on $\mathbf r'$. For any complex function $g$,

$$\nabla^2(g^*g)=2\operatorname{Re}(g^*\nabla^2g)+2|\nabla g|^2. \tag{9}$$

Apply this to $g(\mathbf r')=\gamma(\mathbf r,\mathbf r')$ and set $\mathbf r'=\mathbf r$ after differentiating. The value is $g=n$. The gradient is $\sum_i\phi_i\nabla\phi_i^*$. Its real part is $\tfrac12\nabla n$, because $\nabla n=2\operatorname{Re}\sum_i\phi_i^*\nabla\phi_i$, and its imaginary part is $-\mathbf j_p$, because the gradient acts on the conjugated factor. Thus

$$\nabla'g=\frac12\nabla n-i\mathbf j_p,\qquad
|\nabla'g|^2=\frac14|\nabla n|^2+j_p^2 .$$

This is where the current enters the hole. For the Laplacian, apply (9) to each orbital and sum: $\nabla^2n=2\operatorname{Re}\sum_i\phi_i^*\nabla^2\phi_i+4\tau$. Hence

$$\operatorname{Re}\nabla'^2g=\operatorname{Re}\sum_i\phi_i\nabla^2\phi_i^*=\frac12\nabla^2n-2\tau .$$

Inserting the three pieces into (9) gives

$$\nabla'^2|\gamma|^2=n\nabla^2n-4n\tau+\frac12|\nabla n|^2+2j_p^2 .$$

Division by $-n$ yields the Laplacian of the hole. The terms in $\tau$ and $j_p^2$ combine as $-4\tau+2j_p^2/n=-4K$, and (8) gives

$$\bar h(s)=-n-\frac{s^2}{6}\left[\nabla^2n-4K+\frac{|\nabla n|^2}{2n}\right]+O(s^4). \tag{10}$$

The quantities $\tau$ and $\mathbf j_p$ appear in the curvature through $K$ alone. At fixed density and density derivatives, a larger $K$ makes the averaged hole shallower at small $s$.

## Second half: conditional density, two spins and boron

### Symbols and results carried over

For one spin, $n$, $\tau=\tfrac12\sum_i|\nabla\phi_i|^2$ and $\mathbf j_p=\operatorname{Im}\sum_i\phi_i^*\nabla\phi_i$ are the density, kinetic energy density and paramagnetic current density of a determinant with orthonormal orbitals $\phi_i$. The combination $K=\tau-j_p^2/(2n)$ is unchanged by $\phi_i\to e^{i\Lambda}\phi_i$, under which

$$\mathbf j_p\to\mathbf j_p+n\nabla\Lambda,\qquad
\tau\to\tau+\mathbf j_p\cdot\nabla\Lambda+\tfrac n2|\nabla\Lambda|^2 .$$

The exchange hole $h$ integrates to $-1$. Its average over a sphere of radius $s$ about the reference electron is given by (10). The velocity field is $\mathbf u=\mathbf j_p/n$.

We have shown that $K=\tau-j_p^2/(2n)$ is gauge invariant and that, together with the density and its first two derivatives, it fixes the curvature of the spherically averaged exchange hole. It remains to find the density of a second electron of the same spin, to treat two spins, and to test the effect of the current term in a model exchange functional for boron.
